# Valence Virtual Orbitals from Singular Value Decomposition and Their Basis-Set Stability, part 2

The problem is to choose a few empty orbitals for an active space after a closed-shell Hartree–Fock calculation. The lowest canonical virtuals, those of the Fock operator $F$, are unsuitable: diffuse basis functions turn them into nearly free electrons. Free-atom orbitals guide the choice instead. Orbitals are real; units are Hartree atomic units.

The working basis spans $W=O\oplus V$, with $N$ doubly occupied orbitals $o$ in $O$ and the virtual orbitals $v$ in $V$. The free-atom core and valence orbitals (the minimal basis) span $\mathcal A$, with orthonormal basis $a_1,\dots,a_M$. $P$ with a space as subscript is the projector onto it. The overlap matrices are $T_o=\langle o|a\rangle$ and $T_v=\langle v|a\rangle$. The smallest singular value of $T_o$ is $c>0$, so $\|P_{\mathcal A}o\|\ge c$ for every unit vector $o$ in $O$. The coverage loss $\delta$ is the largest eigenvalue of $D=\langle a|(1-P_W)|a\rangle$, the largest weight of a normalised function of $\mathcal A$ outside $W$.

The valence virtual orbitals (VVOs) are the $K=M-N$ leading left singular vectors of $T_v$ and span $U$. The singular values $\sigma_k$, numbered downwards, obey

$$\sigma_K^2\ge1-\delta,\qquad \sigma_{K+1}^2\le1-c^2 .$$

We assume $\delta<c^2$. If $\mathcal A$ lies in $W$, then $U$ is the ideal space $X=\mathcal A\cap O^\perp$.

Spaces of equal dimension are compared by

$$d(U_1,U_2)=\|P_1-P_2\| ,$$

the sine of the largest angle between them. It is enough to bound $\|(1-P_2)x\|$ for all unit $x$ in one of the spaces.

To bound $d(U,X)$, take a unit vector $x=a_q=\sum_jq_ja_j$ in $X$ and write

$$x=y+r,\qquad y=P_Vx,\qquad r=(1-P_W)x,\qquad \|r\|^2=q^TDq\le\delta .$$

The VVOs are eigenvectors of $H=P_VP_{\mathcal A}P_V$ in $V$, with eigenvalues $\sigma_k^2$. It has been shown that $(1-H)y=P_VP_{\mathcal A}r$, with length at most $\delta$: $y$ is nearly an eigenvector of $H$ with eigenvalue 1.

Q: "Nearly an eigenvector" doesn't mean "near the eigenvectors I selected".

A: The gap supplies that. Let $Q_\perp$ project onto the part of $V$ orthogonal to $U$. It commutes with $H$, because $U$ is spanned by eigenvectors of $H$. On that part the eigenvalues of $H$ are at most $\sigma_{K+1}^2\le1-c^2$, so those of $1-H$ are at least $c^2$. Hence

$$c^2\|Q_\perp y\|\le\|(1-H)Q_\perp y\|=\|Q_\perp(1-H)y\|\le\delta .$$

The part of $x$ outside $U$ is $Q_\perp y+r$. These two pieces are orthogonal, one being inside $W$ and the other outside, so their squares add:

$$d(U,X)\le\varepsilon,\qquad \varepsilon=\sqrt{\delta+\frac{\delta^2}{c^4}} .$$

For $\delta\ll c^4$ this is close to $\sqrt\delta$, the amplitude that the basis misses.

Q: But $X$ itself depends on the basis, because the occupied orbitals do.

A: Yes, and that is the second source of change. Let $O_1$ and $O_2$ be the occupied spaces from two working bases, and let $\sin\varphi=\|P_{O_1}-P_{O_2}\|$. Take a unit vector $x$ in $X_1=\mathcal A\cap O_1^\perp$. I want its part outside $X_2$. A function of $\mathcal A$ is orthogonal to an occupied orbital $o$ exactly when it is orthogonal to $P_{\mathcal A}o$. So within $\mathcal A$ the orthogonal complement of $X_2$ is the space of all $P_{\mathcal A}o$ with $o$ in $O_2$.

If the part of $x$ in that space is not zero, let $e$ be the unit vector along it and write $e=P_{\mathcal A}o/\|P_{\mathcal A}o\|$ with $o$ a unit vector in $O_2$. Then

$$\langle e|x\rangle=\frac{\langle o|P_{\mathcal A}|x\rangle}{\|P_{\mathcal A}o\|}=\frac{\langle o|x\rangle}{\|P_{\mathcal A}o\|}\le\frac{\|P_{O_2}x\|}{c_2},$$

since $x$ lies in $\mathcal A$ and $\|P_{\mathcal A}o\|\ge c_2$. Because $P_{O_1}x=0$,

$$\|P_{O_2}x\|=\|(P_{O_2}-P_{O_1})x\|\le\sin\varphi .$$

So $d(X_1,X_2)\le\sin\varphi/c_2$. Exchanging the two bases gives the same with $c_1$, and I may use the larger of the two, $c_{\max}$. The triangle inequality along $U_1\to X_1\to X_2\to U_2$ gives

$$d(U_1,U_2)\le\varepsilon_1+\varepsilon_2+\frac{\sin\varphi}{c_{\max}} .$$

Q: State in words what this promises.

A: The VVO space changes no more than the coverage of the free-atom orbitals and the occupied space allow. Virtual functions added to the basis have no other way to affect it. Growth alone need not reduce $\delta$ by much: in the example below, adding diffuse functions to def2-SVP moves it only from $9.6\times10^{-4}$ to $9.3\times10^{-4}$. As the basis approaches completeness, $\delta$ tends to zero and the occupied space converges, provided each calculation finds the same Hartree–Fock solution; then $U$ converges. If two bases lead to different solutions, $\sin\varphi$ may be large and nothing is promised. The bound was tested on random subspaces at larger angles, where the actual distance reached at most 0.685 of it. That ratio belongs to the sample, not to the bound, which can be reached. If both bases contain $\mathcal A$ and both occupied spaces lie in $\mathcal A$, then $\varepsilon_1=\varepsilon_2=0$, $c_{\max}=1$ and $P_{U_i}=P_{\mathcal A}-P_{O_i}$, so $d(U_1,U_2)=\|P_{O_1}-P_{O_2}\|=\sin\varphi$.

Q: You speak of the space throughout. I need orbitals.

A: Singular vectors with nearly equal singular values can rotate among themselves under a tiny change of the basis, and the $K$ leading values are all close to one. Individual orbitals need a second rule. One choice is to diagonalise the matrix $\langle u_k|F|u_l\rangle$ within $U$, which gives orbitals with energies and leaves $U$ unchanged. By the min-max principle each such energy is at least as high as the canonical virtual energy of the same rank, since $U$ is a subspace of $V$. Note also what the bound doesn't cover: $F$ contains the kinetic energy, which is unbounded, so a small $d$ alone doesn't guarantee a small change in energy. The same holds for the mean square radius. These must be examined in the calculation.

Q: Then do a calculation. I'd like an atom whose occupied orbitals are not simply those of the free atom.

A: Take a beryllium atom with a point charge of $-0.5\,e$ at $z=5$ bohr, a model environment that polarises it. The method is restricted Hartree–Fock. The 1s and 2s orbitals of the minimal basis come from the free neutral atom.

Q: The 2p shell is empty in that atom. If you take it from the virtual orbitals, you are back at your first objection.

A: So I take it from a different field. The free ion Be$^+$ is treated by unrestricted Hartree–Fock, and the 2p shell is the lowest empty p shell for an electron whose spin is parallel to the 2s electron, with the ion frozen. That electron is attracted by a net charge of $+1$ at long range and is bound, at $-0.2272$ hartree. The root-mean-square radius of this shell is 3.25 bohr, against 2.90 bohr for 2s, so it is a valence shell in size. With 1s, 2s and three 2p functions, $M=5$, $N=2$ and $K=3$.

Q: Do the singular values show the gap?

A: In def2-QZVP with added diffuse s and p functions there are 42 virtual orbitals. The three leading singular values differ from one by about $10^{-5}$ or less, and the next two are 0.0464 and 0.0008. The bounds can be followed by hand. The coverage loss is $\delta=1.0\times10^{-5}$, so $\sigma_3^2\ge0.99999$. With $c=0.998922$,

$$\sigma_4\le\sqrt{1-0.998922^2}=\sqrt{0.002155}=0.0464 .$$

Seven working bases were used: def2-SVP, def2-TZVP and def2-QZVP, each with and without the diffuse functions, and an even-tempered s,p basis that contains the minimal basis exactly. The number of virtual orbitals runs from 7 to 45. A cut at $\sigma^2=1/2$ gives three VVOs every time.

Q: Has the charge really changed the occupied orbitals, or is this the free atom in disguise?

A: It has changed them. In the largest def2 basis the largest angle between $O$ and the free 1s, 2s pair has sine 0.1186. Measured against the whole minimal basis the sine is 0.0464. The last digits belong to this basis: with more flexible d and f functions the first sine moves between 0.1184 and 0.1192 and the second rises to about 0.0469. The largest missing weight falls from $0.1186^2=0.0141$ to $0.0464^2=0.0022$ when the 2p functions are admitted, so most of the polarisation is an admixture of 2p. By axial symmetry 2p$_x$ and 2p$_y$ are orthogonal to the occupied orbitals and stay in $X$ unchanged. The third function of $X$ is the axial combination of 1s, 2s and 2p$_z$ orthogonal to the polarised occupied pair, and in this basis $U$ lies within a distance of 0.0032 of $X$. Diagonalising $F$ within $U$ shows this pattern: two levels at 0.167 hartree and one at 0.1905 hartree.

Q: Now the shape. Compare the smallest basis with the largest def2 basis.

A: For def2-SVP $\varepsilon_1=0.0310$, for def2-QZVP with diffuse functions $\varepsilon_2=0.0032$, and between them $\sin\varphi=0.0475$. The bound is

$$0.0310+0.0032+\frac{0.0475}{0.9989}=0.0818 ,$$

and the actual distance is 0.030. For the three lowest canonical virtuals the distance between the same two bases is 0.999: some function in one set is almost orthogonal to the whole of the other.

Q: Is the canonical distance always that large?

A: No. Between def2-SVP with diffuse functions and the largest def2 basis it is 0.39, and for def2-TZVP with diffuse functions it is 0.57; in these bases the canonical virtuals are all diffuse. Energies and sizes show what they have become. The table gives the mean energy in hartree and the root-mean-square radius in bohr, each taken over the three orbitals, so that rotations among them don't matter.

| Basis | VVO energy | VVO radius | Canonical energy | Canonical radius |
|---|---|---|---|---|
| SVP | 0.172 | 3.22 | 0.150 | 4.0 |
| QZVP | 0.175 | 3.25 | 0.131 | 5.1 |
| SVP + diffuse | 0.171 | 3.25 | 0.048 | 15.5 |
| QZVP + diffuse | 0.175 | 3.25 | 0.039 | 18.3 |

Over all seven bases the VVO mean energy stays between 0.171 and 0.176 hartree and the radius between 3.22 and 3.25 bohr, the size of the free 2p shell. The canonical orbitals sink towards zero energy and spread out.

Q: The VVO energies are positive. Shouldn't a valence orbital be bound?

A: Not in this field. A virtual orbital of the neutral atom feels the repulsion of all four electrons, whereas the 2p electron of the minimal basis felt only the three of the ion. The point charge adds a repulsion of about $0.5/5=0.1$ hartree near the nucleus. A positive energy is therefore no evidence against valence character, and it is the reason why selection by energy fails here.

Q: One row of the numerical output puzzles me. With diffuse functions added to def2-SVP, the distance from $U$ to $X$ is 0.013, yet $\varepsilon$ is still 0.031. Why did the bound not follow?

A: Because $\delta$ is the worst loss over all of $\mathcal A$, and only the loss within $X$ moves the VVOs directly. The squared distance is at least the largest $\|r\|^2$ in $X$, so that loss is at most $0.0133^2=1.8\times10^{-4}$, while $\delta=9.3\times10^{-4}$. The worst-represented function therefore doesn't lie in $X$; it has a part along the projected occupied orbitals. The diffuse functions have improved the VVOs without curing that other defect.

Q: Finally, does any of this matter for the active space I came for?

A: Put two electrons into four orbitals, the polarised 2s and three virtuals, keep the 1s pair doubly occupied, and diagonalise the Hamiltonian in that space without reoptimising the orbitals. This is a CASCI calculation. Its energy relative to Hartree–Fock in the same basis, in millihartree, is:

| Basis | with VVOs | with canonical virtuals |
|---|---|---|
| SVP | −38.1 | −23.1 |
| TZVP | −37.5 | −17.5 |
| QZVP | −37.6 | −10.3 |
| QZVP + diffuse | −37.6 | 0.0 |

The VVO results for all seven bases lie within 0.7 millihartree of each other. The canonical result fades as the basis improves and is gone, to the digits shown, once diffuse functions are present.

Q: Why does it vanish, rather than merely get worse?

A: A scaling estimate shows it. The configuration 2s$^2$ couples to a doubly excited configuration with both electrons in $v$ through the integral $(2s\,v|2s\,v)$, in which $v$ appears twice. A normalised orbital spread smoothly over a radius $R$ much larger than the 2s shell has an amplitude of order $R^{-3/2}$ at most in the region of the 2s shell, so the integral is of order $R^{-3}$ at most. With a finite energy denominator, the second-order energy is then of order $R^{-6}$ at most. An electron pair can't use an orbital that is hardly ever where the pair is.

Q: So about 38 millihartree is the correlation energy of this atom?

A: No. It is the part captured by distributing two electrons over the 2s and 2p-like orbitals. The correlation of the 1s pair, that between core and valence, and most of the short-range correlation of the valence pair are left out, as is the relaxation of the orbitals. For a fixed minimal basis the VVOs provide a starting space for a multireference treatment that is reproducible from one working basis to the next. The space still depends on the free-atom orbitals chosen: a 2p shell taken from the same ion for an electron of antiparallel spin is more diffuse, with a radius of 4.02 bohr, and captures only 28 to 29 millihartree. Whether three of them suffice depends on the states to be described: a state whose electron really occupies a diffuse orbital needs that orbital in the active space, and this minimal basis doesn't supply it.

## Table of computed values

```
random subspaces: largest distance/bound = 0.685
two Gaussians 1.5 bohr apart: overlap s = 0.5698
  antibonding sigma: raw 0.6559, orthonormal 1.0000
Be: M = 5, N = 2, K = 3
point charge -0.5 e at z = 5.0 bohr
free-atom RHF energy = -14.572947 hartree
2p energy in ion field = -0.22719 hartree
rms radius: 2s 2.903, 2p 3.252 bohr
QZVP+diff: sine of largest angle of occupied space
  to free 1s,2s: 0.1186; to whole minimal basis: 0.0464
QZVP+diff singular values: [1.0000e+00 9.9999e-01 9.9999e-01 4.6410e-02 7.7000e-04]
QZVP+diff VVO levels (hartree): [0.167  0.167  0.1905]
Number (dimensionless): virtuals, VVOs, sigma_3, sigma_4, delta, c
even-temp   45  3 1.000000 0.03669 1.87e-14 0.999327
SVP          7  3 0.999590 0.04038 9.61e-04 0.998726
TZVP        17  3 0.999591 0.03981 8.19e-04 0.999197
QZVP        34  3 0.999975 0.04520 5.05e-05 0.998977
SVP+diff    15  3 0.999911 0.04549 9.31e-04 0.998526
TZVP+diff   25  3 0.999917 0.04131 1.66e-04 0.999141
QZVP+diff   42  3 0.999995 0.04641 1.01e-05 0.998922
Distances: VVO to ideal, eps; to QZVP+diff: sin phi, VVO, bound, canon.
even-temp  0.00000 0.00000 0.03118 0.00444 0.03438 0.8730
SVP        0.02864 0.03102 0.04752 0.02989 0.08176 0.9989
TZVP       0.02861 0.02863 0.01962 0.02944 0.05144 0.9984
QZVP       0.00711 0.00711 0.00812 0.00636 0.01842 0.9964
SVP+diff   0.01333 0.03053 0.04574 0.01575 0.07950 0.3913
TZVP+diff  0.01288 0.01288 0.01881 0.01436 0.03489 0.5681
QZVP+diff  0.00318 0.00318 0.00000 0.00000 0.00635 0.0000
Mean energy (hartree) and rms radius (bohr): VVO, then canonical
even-temp  0.17510 3.251   0.07609 10.814
SVP        0.17222 3.222   0.14979 3.993
TZVP       0.17599 3.222   0.14706 4.739
QZVP       0.17506 3.247   0.13123 5.052
SVP+diff   0.17119 3.254   0.04753 15.535
TZVP+diff  0.17551 3.254   0.04511 16.663
QZVP+diff  0.17483 3.251   0.03943 18.262
CASCI energy minus RHF energy (millihartree): VVO, canonical
even-temp  -37.467 -0.047
SVP        -38.105 -23.088
TZVP       -37.517 -17.478
QZVP       -37.590 -10.341
SVP+diff   -37.926 -0.001
TZVP+diff  -37.522 -0.000
QZVP+diff  -37.582 -0.000
```
